# Backscattered Energy Fraction of the Double-Gaussian Exposure Function

## The situation

A focused electron beam dwells on one point of a thin resist layer that lies on a thick substrate. The electrons are fast enough to cross the layer with only a small loss of energy. On their way down through the resist the electrons are scattered through small angles and deposit energy close to the beam axis. Most of them then enter the substrate. Some are turned back there and cross the resist a second time, often far from the point of entry, depositing energy again.

The deposited energy therefore has a narrow, high part and a wide, low part. Near the beam the wide part can be too low to notice, yet it covers a large area. How much of the deposited energy belongs to it, and what does that share mean for a pattern made of many exposed points?

## The model and its conventions

Let $r$ be the distance from the beam axis in the plane of the resist. A point exposure deposits total energy $W$ in the layer, and the energy deposited per unit area is $Wf(r)$. The function $f$ has the unit $\mathrm{m^{-2}}$ and is normalized over the whole plane:

$$
\int_0^\infty f(r)\,2\pi r\,dr=1 .
$$

The model takes $f$ to be a sum of two Gaussians with a common centre,

$$
f(r)=A_f e^{-r^2/\alpha^2}+A_b e^{-r^2/\beta^2},\qquad 0<\alpha<\beta .
$$

The subscript $f$ marks the forward part and $b$ the backscattered part. The lengths $\alpha$ and $\beta$ are the radii at which each part has fallen to $1/e$ of its own peak. The resist and the substrate are assumed to be laterally uniform, so that $f$ is the same wherever the beam lands.

The remaining parameter is

$$
\eta=\frac{\text{backscattered energy deposited in the resist}}{\text{forward energy deposited in the resist}}\ \ge 0,
$$

with both energies integrated over the whole plane. This definition carries the result, so two other quantities must be kept apart from it.

First, $\eta$ is not the number of backscattered electrons per incident electron. Suppose that $n_b$ electrons return per incident electron, that each deposits a mean energy $E_b$ in the resist, and that an incident electron deposits a mean energy $E_f$ on its way in. Then $\eta=n_b E_b/E_f$. This equals $n_b$ only if $E_b=E_f$, and it may exceed one if $E_b$ is large enough.

Second, $\eta$ is not the ratio of the peak heights $A_b/A_f$. That case is worked out below.

## Fixing the two amplitudes

The area integral of a Gaussian of radius $s$ is needed first. With $u=r^2$ we have $du=2r\,dr$, so

$$
\int_0^\infty e^{-r^2/s^2}\,2\pi r\,dr
=\pi\int_0^\infty e^{-u/s^2}\,du
=\pi\left[-s^2e^{-u/s^2}\right]_0^\infty
=\pi s^2 .
$$

The forward part thus integrates to $\pi A_f\alpha^2$ and the backscattered part to $\pi A_b\beta^2$. Normalization and the definition of $\eta$ give two equations for two unknowns:

$$
\pi A_f\alpha^2+\pi A_b\beta^2=1,\qquad
\pi A_b\beta^2=\eta\,\pi A_f\alpha^2 .
$$

Inserting the second into the first gives

$$
\pi A_f\alpha^2(1+\eta)=1
\quad\Longrightarrow\quad
A_f=\frac{1}{\pi(1+\eta)\alpha^2}.
$$

The second equation then yields

$$
A_b=\eta A_f\frac{\alpha^2}{\beta^2}=\frac{\eta}{\pi(1+\eta)\beta^2}.
$$

The exposure function is therefore

$$
f(r)=\frac{1}{\pi(1+\eta)}\left[\frac{e^{-r^2/\alpha^2}}{\alpha^2}+\frac{\eta\,e^{-r^2/\beta^2}}{\beta^2}\right].
$$

## The energy fraction

Multiplying each amplitude by its area integral gives the energy fractions:

$$
\Phi_f=\pi\alpha^2A_f=\frac{1}{1+\eta},\qquad
\Phi_b=\pi\beta^2A_b=\frac{\eta}{1+\eta}.
$$

Their sum is one, as it must be. The widths have cancelled: spreading the backscattered energy over a larger area lowers its peak as $1/\beta^2$, while the area it covers grows as $\beta^2$.

For $\eta\ll1$ the fraction is close to $\eta$. For $\eta=1$ the two parts share the energy equally. For $\eta\gg1$ the fraction approaches one, since $1-\Phi_b=1/(1+\eta)$.

The fraction refers to energy deposited in the resist. It says nothing about the larger energy that the beam carries into the substrate.

The result also depends on there being two terms. If a third normalized component, with energy $\nu$ times the forward energy, is added to describe intermediate distances, the three energies stand in the ratio $1:\eta:\nu$. The backscattered fraction then becomes $\eta/(1+\eta+\nu)$.

## If the parameter is a peak ratio

Let $p=A_b/A_f$ be the ratio of peak heights. The component energies are proportional to $\alpha^2$ and $p\beta^2$, so

$$
\Phi_b=\frac{p\beta^2}{\alpha^2+p\beta^2}.
$$

Now the widths matter. Comparing the energy ratio $p\beta^2/\alpha^2$ with the definition of $\eta$ gives the conversion

$$
p=\eta\,\frac{\alpha^2}{\beta^2}.
$$

For $\alpha\ll\beta$ the two parameters differ by a large factor, and a value quoted for one cannot be used for the other.

Changing the notation for the widths is harmless by comparison. If a Gaussian is written as $e^{-r^2/(2\sigma^2)}$, then $s^2=2\sigma^2$ for that component. The energies, and hence $\eta$ and the fraction, stay as they were.

## Where the energy lies

The fraction $\eta/(1+\eta)$ belongs to the whole plane. Inside a disc of radius $R$ centred on the beam, the integral over $u$ stops at $R^2$, and a Gaussian of radius $s$ contributes the part

$$
F_s(R)=\frac{1}{\pi s^2}\,\pi\int_0^{R^2}e^{-u/s^2}\,du=1-e^{-R^2/s^2}
$$

of its total. The backscattered share of the energy inside the disc is therefore

$$
S(R)=\frac{\eta F_\beta}{F_\alpha+\eta F_\beta},
$$

where the common factor $1/(1+\eta)$ has cancelled. Because $\beta>\alpha$, we have $F_\beta<F_\alpha$ at every finite $R>0$. The denominator is then larger than $(1+\eta)F_\beta$, and for $\eta>0$

$$
S(R)<\frac{\eta}{1+\eta}.
$$

As $R\to\infty$ both $F_\alpha$ and $F_\beta$ tend to one, and the share tends to the full fraction. As $R\to0$, $F_s\approx R^2/s^2$, and

$$
S(R)\to\frac{\eta/\beta^2}{1/\alpha^2+\eta/\beta^2}=\frac{p}{1+p}.
$$

A very small disc thus compares peak heights, while the whole plane compares energies.

The energy outside the disc, as a fraction of the total, is

$$
Q(R)=\frac{e^{-R^2/\alpha^2}+\eta\,e^{-R^2/\beta^2}}{1+\eta}.
$$

If $\alpha\ll R\ll\beta$, the first exponential is nearly zero and the second nearly one, so $Q\approx\eta/(1+\eta)$. In this window of radii the backscattered fraction is simply the energy found away from the beam. If $\beta$ is not much larger than $\alpha$, no such window exists. The formula for the fraction still holds within the model, but position no longer separates the two parts.

The distance at which the two densities are equal follows from

$$
\frac{e^{-r_c^2/\alpha^2}}{\alpha^2}=\frac{\eta\,e^{-r_c^2/\beta^2}}{\beta^2}.
$$

Collecting the exponentials on one side and taking the logarithm gives

$$
r_c^2\left(\frac1{\alpha^2}-\frac1{\beta^2}\right)=\ln\frac{\beta^2}{\eta\alpha^2},
\qquad
r_c=\sqrt{\frac{\ln[\beta^2/(\eta\alpha^2)]}{1/\alpha^2-1/\beta^2}} .
$$

The bracket on the left is positive, so a crossover at $r_c>0$ requires $0<\eta<\beta^2/\alpha^2$, which means that the forward peak is the higher one. The ratio of forward to backscattered density falls steadily with $r$. The forward part is therefore larger inside $r_c$ and the backscattered part larger outside.

## A point exposure in numbers

Take the round model parameters $\alpha=50$ nm, $\beta=5000$ nm, $\eta=0.6$ and $W=0.5$ pJ. The energies are

$$
W\Phi_f=\frac{0.5\ \mathrm{pJ}}{1.6}=0.3125\ \mathrm{pJ},\qquad
W\Phi_b=\frac{0.6}{1.6}\times0.5\ \mathrm{pJ}=0.1875\ \mathrm{pJ}.
$$

The backscattered fraction is $0.375$. The peak energy densities are

$$
WA_f=\frac{0.5\ \mathrm{pJ}}{\pi\times1.6\times(50\ \mathrm{nm})^2}=39.8\ \mathrm{J/m^2},
$$

$$
WA_b=\frac{0.6\times0.5\ \mathrm{pJ}}{\pi\times1.6\times(5000\ \mathrm{nm})^2}=0.00239\ \mathrm{J/m^2}.
$$

Their ratio is $p=0.6\times(50/5000)^2=6.0\times10^{-5}$. A component with so low a peak holds more than a third of the energy because its area factor $\beta^2$ is ten thousand times larger. If the value $0.6$ were instead inserted as a peak ratio, the backscattered fraction would come out as $0.99983$.

The crossover lies at $r_c=156$ nm, about three forward radii from the axis. Outside 250 nm, a fraction $0.3741$ of the energy is found, slightly below $0.375$. The small deficit is backscattered energy deposited inside that radius; the forward energy outside it is negligible, being reduced by $e^{-25}$.

The share inside a disc shows how far one must look to find the full fraction. It is $0.0015$ for $R=250$ nm, $0.275$ for $R=5000$ nm and $0.37497$ for $R=15000$ nm. Even a disc of radius $\beta$ gives a share well below $0.375$.

## From a point to an exposed square

The fraction acquires a practical meaning when many points are exposed. Let the beam deliver a uniform charge per unit area $D$ to a region $P$, and let $w$ be the energy deposited in the resist per unit of incident charge. Assume linear superposition: each charge element deposits energy as if the others were absent. The energy per unit area at position $\mathbf x$ is

$$
\varepsilon(\mathbf x)=wD\int_P f(|\mathbf x-\mathbf x'|)\,d^2x' .
$$

For an unbounded pad the integral is one, so $\varepsilon=wD$. For any other region the integral is the density relative to that of the unbounded pad at the same dose.

Consider the centre of a square of side $L$. In Cartesian coordinates each Gaussian separates into two equal factors. With $t=x/s$,

$$
\int_{-L/2}^{L/2}e^{-x^2/s^2}dx
=2s\int_0^{L/(2s)}e^{-t^2}dt
=s\sqrt\pi\,\operatorname{erf}\!\left(\frac{L}{2s}\right).
$$

Squaring this gives $\pi s^2\operatorname{erf}^2(L/2s)$, and multiplication by the amplitudes gives the relative central density

$$
C(L)=\frac{\operatorname{erf}^2(L/2\alpha)+\eta\operatorname{erf}^2(L/2\beta)}{1+\eta}.
$$

For $L\gg\beta$ both error functions are close to one and $C\approx1$. For $\alpha\ll L\ll\beta$ the forward term is complete, but the backscattered term is nearly absent, so $C\approx1/(1+\eta)$. The centre of the small square lacks nearly the whole fraction $\eta/(1+\eta)$: its own backscattered energy lands mostly outside it, and there are no exposed surroundings to send energy back.

Equal central densities require $D_{\rm small}C_{\rm small}=D_{\rm large}C_{\rm large}$. Write $g=\operatorname{erf}^2(L/2\beta)$ for the small square. With a complete forward term and a very large comparison pad,

$$
\frac{D_{\rm small}}{D_{\rm large}}=\frac{C_{\rm large}}{C_{\rm small}}\approx\frac{1+\eta}{1+\eta g}.
$$

This tends to $1+\eta$ as $g\to0$. A measured dose ratio can therefore give $\eta$, provided that equal central energy density is the right criterion for equal development and that the small feature is still wide compared with $\alpha$. The feature must also be narrow, and the pad wide, compared with $\beta$; otherwise the ratio falls below $1+\eta$ and $\eta$ is underestimated.

The lower limit on the feature size matters as well. For $L\ll\alpha$ the density $f$ is nearly constant over the square, so $C(L)\approx L^2f(0)$. The required dose then grows as $1/L^2$, because forward energy is also lost from the feature. When the forward peak is the higher one ($p<1$), we have $(1+\eta)C\approx L^2(1+p)/(\pi\alpha^2)<1$, so reading such a ratio as $1+\eta$ would overestimate $\eta$.

For the parameters above, a square of side 500 nm has $g=0.00318$, so

$$
C(500\ \mathrm{nm})=\frac{1+0.6\times0.00318}{1.6}=0.6262 .
$$

A square of side 50000 nm has $C=1.000000$ to the digits printed. The dose ratio is $1/0.6262=1.597$, against the limiting value $1.600$. The difference comes from the small amount of backscattered energy that the 500 nm square does return to its own centre.

## Between the isolated feature and the pad

A line grating connects the two limits. Let lines of equal dose repeat with period $\Lambda$ and cover a fraction $\rho$ of an unbounded area. Let both the lines and the gaps be much wider than $\alpha$, while $\Lambda$ is no larger than $\beta$.

The dose pattern is a mean value $\rho D$ plus harmonics with wave numbers $k=2\pi m/\Lambda$, where $m=1,2,\dots$ The backscattered part averages this pattern with a Gaussian weight. The integral along the lines gives a constant factor, so the effect on one harmonic is governed by

$$
J(k)=\int_{-\infty}^{\infty}e^{-x^2/\beta^2}\cos kx\,dx .
$$

Differentiate with respect to $k$, use $xe^{-x^2/\beta^2}=-\tfrac12\beta^2\,\frac{d}{dx}e^{-x^2/\beta^2}$, and integrate by parts. The boundary terms vanish, leaving

$$
J'(k)=-\int_{-\infty}^{\infty}x\,e^{-x^2/\beta^2}\sin kx\,dx=-\frac{k\beta^2}{2}J(k),
$$

so that $J(k)=J(0)\,e^{-k^2\beta^2/4}$. The harmonic $m$ is reduced by the factor $e^{-\pi^2m^2\beta^2/\Lambda^2}$. This is at most $e^{-\pi^2}$ for $\Lambda\le\beta$, so the backscattered energy is nearly uniform and proportional to the mean dose.

At the centre of a line the forward part is complete; at the centre of a gap it is nearly absent. The relative densities are

$$
C_{\rm line}\approx\frac{1+\eta\rho}{1+\eta},\qquad
C_{\rm gap}\approx\frac{\eta\rho}{1+\eta}.
$$

As $\rho$ rises, both increase by the same amount, while their difference stays at $1/(1+\eta)$. The backscattered energy thus acts as a background that lowers the ratio of line to gap density. To give all the lines the same central density as a large pad, their common dose must be $(1+\eta)/(1+\eta\rho)$ times the pad dose. The factor runs from about $1+\eta$ for sparse lines towards one for dense coverage.

## What normalization hides

Because $f$ always integrates to one, a larger $\eta$ seems to take energy away from the forward part. That is a statement about fractions. Suppose a change of substrate alters the backscattering but leaves the forward energy per unit charge, $w_f$, unchanged. The total per unit charge is then

$$
w=(1+\eta)w_f .
$$

The forward contribution at the centre of a sufficiently wide feature is $wD/(1+\eta)=w_fD$, independent of $\eta$. A large pad receives $(1+\eta)w_fD$. In absolute terms the isolated feature has lost nothing; each point well inside the pad has gained energy backscattered from the exposed points around it. The dose ratio is the same in either description, but a comparison between substrates must allow for the change in $w$.

The assumptions also show where the fraction ceases to be a single number for a whole pattern. Near a buried metal structure or the edge of the sample, the backscattered energy depends on where the beam lands, and one $\eta$ and one $\beta$ no longer suffice. If charging deflects later electrons, the contributions are not independent and linear superposition fails. If the wide part is not Gaussian, its energy fraction is still $\eta/(1+\eta)$ when $\eta$ is defined by integrated energies, but the disc, crossover and square formulas must be replaced.

## Computed results

```
forward radius alpha = 50 nm
backscattered radius beta = 5000 nm
energy ratio eta = 0.6 (dimensionless)
total deposited energy W = 0.5 pJ
plane integral of f = 1.00000000 (dimensionless)
forward energy fraction = 0.625000 (dimensionless)
backscattered energy fraction = 0.375000 (dimensionless)
forward energy = 0.3125 pJ
backscattered energy = 0.1875 pJ
forward peak energy density = 39.7887 J/m^2
backscattered peak energy density = 0.002387 J/m^2
peak-height ratio = 6.000e-05 (dimensionless)
fraction if eta is misread as peak ratio = 0.999833 (dimensionless)
crossover radius = 155.90 nm
energy fraction outside 250 nm = 0.374064 (dimensionless)
backscattered share inside 250 nm = 0.001496 (dimensionless)
backscattered share inside 5000 nm = 0.274980 (dimensionless)
backscattered share inside 15000 nm = 0.374971 (dimensionless)
relative centre density, square side 500 nm = 0.626192 (dimensionless)
relative centre density, square side 50000 nm = 1.000000 (dimensionless)
part of full backscatter at small-square centre = 0.003178 (dimensionless)
dose ratio small/large for equal centres = 1.59696 (dimensionless)
limiting dose ratio 1+eta = 1.60000 (dimensionless)
```
